Why the Evanescent Electric Field of a TM Slab Mode Rotates

**What happens**

A germanium membrane 600 nm thick, suspended in air, carries infrared light of photon energy 0.25 eV in its fundamental TM mode. At some instant the electric field at a point in the air above it points straight away from the surface. A quarter of a period later, after 4.1 fs, that component is zero, yet the field has not vanished: it points along the surface, against the direction of travel, with 0.78 of its former strength. If the light is sent the other way, the field at the same point again starts outward but turns the opposite way round. Why does a wave with one fixed polarization have a rotating electric field, and what sets the number 0.78?

**The fields of the mode**

Let x be the slab normal, with x = 0 at mid-slab, and let the mode travel along z. The slab has permittivity ε_f and thickness d; the cladding on both sides has permittivity ε_c < ε_f. All media are taken as lossless, isotropic, non-magnetic and unlimited along y. In Gaussian atomic units c = 1/α, with α the fine-structure constant, and k₀ = ω/c. Complex fields vary as exp(iβz − iωt), and the real part is the physical field.

A TM mode has its magnetic field H along y. Ampère's law, curl H = −ik₀εE, has the components

−iβH = −ik₀εE_x,  ∂H/∂x = −ik₀εE_z.

Since 1/(−i) = i, these give

E_x = βH/(k₀ε),  E_z = (i/(k₀ε)) ∂H/∂x.

The y component of Faraday's law, curl E = ik₀H, is ∂E_x/∂z − ∂E_z/∂x = ik₀H. Inserting the two fields and multiplying by k₀ε/i gives

∂²H/∂x² = (β² − εk₀²)H.

A bound mode has β² > ε_c k₀², so in the upper cladding H falls as exp(−γx), with

γ² = β² − ε_c k₀²,  γ > 0.

**Why the field turns**

The uniform cladding holds no charge, so Gauss's law there reads ∂E_x/∂x + ∂E_z/∂z = 0. The derivative along x gives a factor −γ and the derivative along z a factor iβ:

−γE_x + iβE_z = 0,

E_z = −i(γ/β)E_x.

This contains the whole effect. The normal field weakens with height, so less flux leaves the top of a small box than enters its bottom. The difference must leave through the sides, which requires a field along z that changes along z. Decay gives a real factor and propagation an imaginary one, so the two components are a quarter period apart. A field without decay, γ = 0, would need no longitudinal part.

Write r = γ/β and choose the time origin so that E_x = A cos ωt at z = 0. Then

E_z = Re[−irA(cos ωt − i sin ωt)] = −rA sin ωt,

because (−i)(−i) = −1. Eliminating the time with cos² + sin² = 1 gives

(E_x/A)² + (E_z/(rA))² = 1.

This is an ellipse in the xz plane with its axes along x and z. Because γ² is smaller than β² by ε_c k₀², |r| is below one and the long axis in the cladding is normal to the slab. The sense of rotation follows from

(E × dE/dt)_y = E_z dE_x/dt − E_x dE_z/dt = rωA² sin² ωt + rωA² cos² ωt = rωA².

For β > 0 this is positive: the field turns about +y, from +x towards −z.

**Why reversing the light reverses the turn**

Reversal changes β to −β and leaves γ alone, so r changes sign, and the sense with it. The picture in space shows why. With β now standing for the magnitude, the two waves are

E_x = A cos(βz ∓ ωt),  E_z = (γ/β)A sin(βz ∓ ωt),

with the upper sign for forward travel. At t = 0 the two electric patterns are identical, as they must be, since Gauss's law refers to one instant and knows nothing of the direction of travel. What differs is the way the pattern slides past a fixed point. The point reads the same sequence of field directions in opposite order.

The reversal is therefore a statement about a fixed point and a fixed viewpoint. Relative to its own direction of travel, each wave does the same thing: outward, against the travel, inward, along the travel.

Below the slab the field varies as exp(+γx), which changes the sign of γ in Gauss's law. The two sides therefore turn oppositely. Both rules combine into one: the rotation axis points along (direction of travel) × (outward normal).

**How large the effect is**

The axis ratio requires β, which the slab fixes. The fundamental mode has H = B cos κx inside, with κ² = ε_f k₀² − β², and H = C exp[−γ(x − d/2)] above. At the face x = d/2, H and E_z are continuous, the latter meaning that (1/ε)∂H/∂x is continuous:

B cos(κd/2) = C,  (κ/ε_f)B sin(κd/2) = (γ/ε_c)C.

Dividing the second by the first gives

κ tan(κd/2) = (ε_f/ε_c)γ.

For the membrane take a rough germanium index of 4.0, so ε_f = 16 and ε_c = 1. With k₀ = 1.2669 × 10⁻³ nm⁻¹ the solution is

β = 2.0410 × 10⁻³ nm⁻¹,  γ = 1.6002 × 10⁻³ nm⁻¹,  κ = 4.6386 × 10⁻³ nm⁻¹.

Both sides of the mode equation are then 0.0256 nm⁻¹. The axis ratio is

γ/β = 1.6002/2.0410 = 0.784,

and the field decays over 1/γ = 625 nm (6250 Å). As a test, the equation for H was also solved on a grid of 2.5 nm spacing, without assuming an exponential tail, and the electric field was followed through a period. The axis ratio was 0.7840 for both directions and on both sides, with the four senses of rotation stated above.

With the effective index n = β/k₀, dividing γ² = β² − ε_c k₀² by β² gives

γ/β = √(1 − ε_c/n²).

Here n = 1.611, which returns 0.784. The ratio thus measures how far the effective index lies above the cladding index, and it has two limits.

In a thick slab, κd/2 stays below π/2 for this mode, so κ tends to zero and n² tends to ε_f. The ratio approaches √(1 − ε_c/ε_f) = 0.968 from below. In this model the cladding field of a single travelling mode therefore never becomes circular.

In a thin slab, tan(κd/2) ≈ κd/2 and β² ≈ ε_c k₀², so κ² ≈ (ε_f − ε_c)k₀². The mode equation becomes (ε_f − ε_c)k₀²d/2 ≈ (ε_f/ε_c)γ. Solving for γ and dividing by β ≈ √ε_c k₀ gives

γ/β ≈ √ε_c k₀d(ε_f − ε_c)/(2ε_f).

At 50 nm this gives 0.0297, against 0.0298 from the full mode equation. The field is then almost linearly polarized along x.

Between these limits, thickness is a strong control. At fixed photon energy and indices, the ratio is 0.535 at 500 nm, 0.784 at 600 nm and 0.929 at 800 nm.

**Inside the core**

The same formulas with H = B cos κx give

E_z/E_x = −i(κ/β) tan κx.

The field is linear along x at mid-slab. It is circular where tan κx = β/κ = 0.440, which is 89 nm from the middle. Just inside the face |E_z/E_x| = 12.5, so the ellipse there is thin and lies along z. That value is ε_f/ε_c = 16 times the cladding ratio, because E_z is continuous across the face while E_x is smaller inside by the factor 16. The rule that the long axis is normal to the slab therefore holds throughout the cladding, but in the core only within 89 nm of the middle.

**What the rotation is good for**

Split the cladding field into two circular parts turning in opposite senses. Their amplitudes are proportional to E_x + iE_z and E_x − iE_z, which for the forward wave are (1 + r)A and (1 − r)A. For the backward wave they are exchanged. A weak absorber in the cladding that responds to one circular part alone then absorbs more from one direction than from the other, at equal guided power, by the factor

[(1 + r)/(1 − r)]² = (1.784/0.216)² ≈ 70.

The same arithmetic gives about 11 for the 500 nm slab and roughly 700 for the 800 nm slab. All three factors are rough: an index error of 0.05 moves them by about 8% at 500 nm, 17% at 600 nm and 11% at 800 nm. The thicker slab has a price: its decay length is 1/(k₀n × 0.929) ≈ 315 nm, so the absorber must sit closer to the surface. It also supports a second TM mode. That mode is odd in x, and at its threshold γ = 0 and κd/2 = π/2, with κ = k₀√(ε_f − ε_c). This gives d = π/(k₀√15) = 640 nm.

**What spoils it: reflections**

Let a fraction ρ of the amplitude return from the end of the guide, and put z = 0 where the two E_x fields add:

E_x = A(e^{iβz} + ρe^{−iβz}),  E_z = −irA(e^{iβz} − ρe^{−iβz}).

At z = 0 the ratio |E_z/E_x| is r(1 − ρ)/(1 + ρ). A quarter of a guided wavelength away, where βz = π/2, it is r(1 + ρ)/(1 − ρ). The rotation itself is measured by

2 Im(E_z* E_x) = 2rA² Re[(e^{−iβz} − ρe^{iβz})(e^{iβz} + ρe^{−iβz})] = 2rA²(1 − ρ²).

The cross terms, ρe^{−2iβz} − ρe^{2iβz}, are purely imaginary and drop out, so this quantity is the same all along the guide. At ρ = 1 it is zero and the field is linear at every point: a standing wave does not rotate.

For a bare end facet, the plane-wave estimate ρ = (n − 1)/(n + 1) gives 0.234. It is crude, because it ignores the shape of the mode; matching the mode to the radiation field at the facet gives roughly 0.3, so the figures that use 0.234 understate the effect. With this value the rotation falls by 5.5%, but |E_z/E_x| swings between 0.49 and 1.26 along the guide, so in places the long axis lies along z.

Directional contrast suffers more. The weak circular part, (1 − r)A = 0.216A, is joined by a reflected part ρ(1 + r)A = 0.417A, which is larger. The two parts are equal at ρ = (1 − r)/(1 + r) = 0.12, a reflected power of 1.5%. Because amplitudes add, much weaker reflections still matter: at a reflected power of 0.15% the contrast lies anywhere between about 39 and 147, depending on the phase. To hold it within about a quarter of its value, the reflected power must be about 0.015% or less. These figures are for the 600 nm slab with a single dominant reflection, at the end towards which the weakly absorbed wave travels. A single reflection of the same size at the other end returns only the strongly absorbed wave, and at 0.15% it changes the contrast by only about 1%.

**The model beside a real membrane**

The parameters are in the regime of suspended germanium waveguides for the mid-infrared, with rough material values. The assumption that real guides break most clearly is unlimited width. A guide of width W can be pictured as two slab waves inclined to z, with sideways wave number π/W. The longitudinal field points along each wave's own direction, so its sideways share is π/(Wβ). For W = 20 µm the peak |E_y| is 0.784 × 0.077 = 0.06 of the peak |E_x|. At the centre of the guide the inclination lowers the axis ratio by only 0.784 × 0.077²/2 ≈ 0.002. The fundamental TE wave can propagate in the slab, because its index, about 3.2, is higher than the 1.61 of the TM mode. Vertical walls on a symmetric membrane cannot couple the two, because E_y and E_z are even in x for the TE wave and odd for the TM mode. A rib, or sloped or stepped walls, breaks this symmetry and mixes them, which the estimate leaves out. That width is generous; strip guides made for a single mode are much narrower. At 4 µm the same estimate gives 0.3, but it is no longer reliable: a full two-dimensional mode calculation, which is needed here, gives about 0.2 and a fall of about 0.05 in the axis ratio at the centre.

The other corrections are these; for a 20 µm guide those in the first item move the axis ratio more than the width does:

- Heating by 50 K, with a rough index change of 4 × 10⁻⁴ per kelvin, moves the axis ratio from 0.784 to 0.790. Material and fabrication can matter more: an index error of 0.05 moves the ratio by about 0.016, and a thickness error of 1% by about 0.012. The second figure of 0.78 is therefore uncertain for a real membrane.
- A rough propagation loss of 3 dB/cm makes β and γ slightly complex, so the components are no longer precisely a quarter period apart. The ellipse tilts by about 0.001 degree.
- A silicon substrate 5 µm below the membrane sends back an evanescent wave. At the membrane its relative strength is about exp(−2γ × 5000 nm), or 10⁻⁷. The output lists twice this strength, as an estimate of the largest relative change of the axis ratio at the lower face of the membrane. Close to the substrate the returned wave is comparable with the original, and the simple ratio fails there. Light also leaks into the silicon, whose index is higher than that of the mode. For a silicon index of 3.43 this loss is only about 0.002 dB/cm for the 600 nm slab, but about 8 dB/cm for the 500 nm slab, which therefore needs a wider gap.
- Two photons carry 0.50 eV, below the rough band gap of 0.66 eV, so two-photon absorption across the gap is not expected.

For a device of this kind, the order of work follows from these sizes. Choose the thickness for the wanted compromise between axis ratio and reach, suppress end reflections, and check the finished guide with a full mode calculation, which is indispensable once it is only a few micrometres wide. The main values are in the numerical output below.

Numbers as computed

```
photon energy: 0.25 eV
vacuum wavelength: 4959.4 nm
optical period: 16.54 fs
slab thickness: 600 nm
core index (rough): 4.0; cladding index: 1.0
k0: 1.2669e-03 1/nm
beta, analytic: 2.0410e-03 1/nm
beta, numerical: 2.0410e-03 1/nm
gamma, analytic: 1.6002e-03 1/nm
gamma, numerical slope: 1.6002e-03 1/nm
kappa: 4.6386e-03 1/nm
effective index: 1.6110
field decay length: 624.9 nm = 6249 angstrom
axis ratio gamma/beta: 0.7840
circularity 2r/(1+r^2): 0.9711
forward, upper: axis ratio 0.7840, turns +1
forward, lower: axis ratio 0.7840, turns -1
backward, upper: axis ratio 0.7840, turns -1
backward, lower: axis ratio 0.7840, turns +1
forward, 0/4 period: Ex +1.000, Ez +0.000
forward, 1/4 period: Ex +0.000, Ez -0.784
forward, 2/4 period: Ex -1.000, Ez +0.000
forward, 3/4 period: Ex +0.000, Ez +0.784
backward, 0/4 period: Ex +1.000, Ez +0.000
backward, 1/4 period: Ex +0.000, Ez +0.784
backward, 2/4 period: Ex -1.000, Ez +0.000
backward, 3/4 period: Ex +0.000, Ez -0.784
|Ez/Ex| just inside core, formula: 12.54
|Ez/Ex| just inside core, numerical: 12.55
thickness 500 nm: n_eff 1.1837, axis ratio 0.5350
thickness 600 nm: n_eff 1.6110, axis ratio 0.7840
thickness 800 nm: n_eff 2.6966, axis ratio 0.9287
thick-slab limit of axis ratio: 0.9682
thickness 50 nm: axis ratio 0.029829, thin law 0.029694
thickness 5 nm: axis ratio 0.002970, thin law 0.002969
facet reflection, amplitude (crude): 0.234
facet reflection, power (crude): 0.0548
|Ez/Ex| range with reflection: 0.487 to 1.263
spin left with reflection: 0.9452 of forward value
membrane width (rough): 20000 nm
peak sideways field |Ey|/|Ex|: 0.0603
propagation loss (rough): 3.0 dB/cm
ellipse tilt from loss: 1.2e-03 degree
heating: 50 K; dn/dT (rough): 4e-04 1/K
axis ratio after heating: 0.7903
air gap to substrate (rough): 5000 nm
largest relative substrate change: 2.2e-07
two-photon energy: 0.50 eV
band gap (rough): 0.66 eV
```
